# Diamagnetic shift of a hydrogenic donor ground state in a weak field, part 2

An electron of charge $-e$ and isotropic effective mass $m$ is bound to a donor ion, a fixed point charge $+e$, in a crystal of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. A magnetic field $B$ along $z$ enters through $\mathbf p+e\mathbf A$, with $\mathbf A=\tfrac B2(-y,x,0)$. Energies are measured from the band edge at zero field, and spin is left out for now. In scaled units, lengths are measured in $a$ and energies in $R$:

$$a=\frac{4\pi\varepsilon\hbar^2}{me^2},\qquad R=\frac{\hbar^2}{2ma^2}.$$

With $\omega_c=eB/m$ and $\gamma=(\hbar\omega_c/2)/R$, the scaled Hamiltonian is

$$H=-\nabla^2-\frac2r+\gamma\frac{L_z}{\hbar}+\frac{\gamma^2}{4}(x^2+y^2).$$

Without the field, $H_0=-\nabla^2-2/r$ has the ground state $\psi_0=e^{-r}/\sqrt\pi$ with energy $-1$ and moments $\langle r^n\rangle=(n+2)!/2^{n+1}$. This state is spherical, so $L_z\psi_0=0$ and the linear term gives nothing. The quadratic term $V=\frac{\gamma^2}4(x^2+y^2)$ raises the energy in first order by $E_1=\gamma^2/2$, or $e^2B^2a^2/(4m)$ in SI units. In the gauge $\mathbf A=(0,Bx,0)$ the squared term alone averages to twice this, and the second-order energy of the linear term restores the same total.

How small must $\gamma$ be for this formula to hold? The next term of the expansion is $E_2=\langle\psi_0|(V-E_1)\psi_1\rangle$, where the first-order correction $\psi_1$ obeys

$$(H_0+1)\psi_1=-(V-E_1)\psi_0.$$

It is sought in the form $\psi_1=F\psi_0$, for which

$$(H_0+1)(F\psi_0)=\left(-\nabla^2F+2\,\partial_rF\right)\psi_0.$$

Let $\theta$ be the angle from the magnetic field and $P_2=\frac12(3\cos^2\theta-1)$. Then $V=\frac{\gamma^2}6r^2(1-P_2)$, and the equation to be solved for $F$ is

$$-\nabla^2F+2\,\partial_rF=-\frac{\gamma^2}{6}(r^2-3)+\frac{\gamma^2}{6}r^2P_2.$$

Q: A differential equation with two angular parts. Do you solve it numerically?

A: Polynomials suffice. Write $F=F_0(r)+G(r)P_2$. For the spherical part try $F_0=\alpha r^3+\beta r^2$. Then

$$-F_0''-\frac{2F_0'}r+2F_0'=6\alpha r^2+(4\beta-12\alpha)r-6\beta.$$

This must equal $-\frac{\gamma^2}6r^2+\frac{\gamma^2}2$. The $r^2$ term gives $\alpha=-\gamma^2/36$, the $r$ term gives $\beta=3\alpha=-\gamma^2/12$, and the constant $-6\beta=\gamma^2/2$ then agrees.

For the $P_2$ part the Laplacian contributes an extra $+6G/r^2$. With $G=\alpha'r^3+\beta'r^2$ the left side is $6\alpha'r^2+(4\beta'-6\alpha')r$, which must equal $\frac{\gamma^2}6r^2$. So $\alpha'=\gamma^2/36$ and $\beta'=\frac32\alpha'=\gamma^2/24$. Together,

$$F=-\gamma^2\left(\frac{r^3}{36}+\frac{r^2}{12}\right)+\gamma^2\left(\frac{r^3}{36}+\frac{r^2}{24}\right)P_2.$$

A constant could be added to $F$ to keep the state normalized. It would not change $E_2$, because $V-E_1$ averages to zero.

Q: Now the energy, with the arithmetic.

A: The angular average of $P_2$ is zero and that of $P_2^2$ is $\frac15$, so the two parts contribute separately. The moments are $\langle r^2\rangle=3$, $\langle r^3\rangle=7.5$, $\langle r^4\rangle=22.5$ and $\langle r^5\rangle=78.75$. The spherical part is

$$\frac{\gamma^2}6\langle(r^2-3)F_0\rangle=-\frac{\gamma^4}{6}\left(\frac{78.75-22.5}{36}+\frac{22.5-9}{12}\right)=-\frac{43}{96}\gamma^4.$$

The $P_2$ part is

$$-\frac{\gamma^2}6\cdot\frac15\langle r^2G\rangle=-\frac{\gamma^4}{30}\left(\frac{78.75}{36}+\frac{22.5}{24}\right)=-\frac{10}{96}\gamma^4.$$

Adding them gives

$$\frac ER=-1+\frac{\gamma^2}{2}-\frac{53}{96}\gamma^4+\dots$$

Relative to the leading shift, the correction is $-\frac{53}{48}\gamma^2$. It amounts to 1 % at $\gamma=\sqrt{0.01\cdot48/53}=0.095$. So $0.1$ is small enough for most purposes. At $0.5$ this term alone would be 28 % of the shift, so the two-term formula is no longer reliable, and a numerical diagonalization is the safer choice.

Q: Why is the correction negative?

A: The electron gives way to the pressure. Across the field, where $P_2=-\frac12$, $F=-\gamma^2(\frac{r^3}{24}+\frac{5r^2}{48})$. Along the field, where $P_2=1$, $F=-\gamma^2r^2/24$. The wave function drops at large distance relative to its value at the donor, and it drops most across the field. The first-order formula uses the uncompressed state. Since that state is a legitimate trial function, its energy $-1+\gamma^2/2$ is an upper bound, and adapting the state can only lower it.

Q: The field raises the level. Then it must loosen the electron, and a strong magnet should help to ionize the donor.

A: The level rises, but the binding energy is measured from the band edge, and the edge rises faster. Remove the donor and consider motion across the field. In scaled units the transverse energy is $\Pi_x^2+\Pi_y^2$ with

$$\Pi_x=-i\partial_x-\frac{\gamma y}2,\qquad \Pi_y=-i\partial_y+\frac{\gamma x}2,\qquad[\Pi_x,\Pi_y]=-i\gamma.$$

The product of $D=\Pi_x-i\Pi_y$ with its adjoint has a non-negative average:

$$0\le\langle D^\dagger D\rangle=\langle\Pi_x^2+\Pi_y^2-i[\Pi_x,\Pi_y]\rangle=\langle\Pi_x^2+\Pi_y^2\rangle-\gamma.$$

The transverse energy is therefore at least $\gamma$. The function $e^{-\gamma(x^2+y^2)/4}$ reaches this value, because

$$D\,e^{-\gamma(x^2+y^2)/4}=\left(\frac{i\gamma x}2-\frac{\gamma y}2+\frac{\gamma y}2-\frac{i\gamma x}2\right)e^{-\gamma(x^2+y^2)/4}=0.$$

Motion along the field can have as little energy as one likes, so the edge moves up by $\gamma R=\hbar\omega_c/2$. The binding energy is

$$E_b=\gamma R-E=R\left(1+\gamma-\frac{\gamma^2}2+\dots\right).$$

In a weak field it increases, and it does so linearly in $B$. A free electron must pay the full zero-point energy of its cyclotron motion. The bound electron is already confined more tightly than the field would confine it, and pays little.

Q: Enough scaled units. Give me a donor and a magnet.

A: Take silicon with rough isotropic parameters $m=0.30\,m_e$ and $\varepsilon_r=11.7$, in a field of 10 T at 4.2 K. The definitions give $a=2.064$ nm, $R=29.82$ meV and $\hbar\omega_c=3.859$ meV. Then

$$\gamma=\frac{1.9295}{29.817}=0.0647,$$

$$\Delta E=\frac{0.06471^2}{2}\times29.817\ \text{meV}=0.0624\ \text{meV}=62.4\ \mu\text{eV}.$$

To see the size of the neglected powers of $\gamma$, I also diagonalized the scaled Hamiltonian numerically. The basis had angular momenta $l=0,2,4$ about the donor, with twelve radial functions for each, all polynomials times $e^{-r}$. The shift came out as 62.1 µeV, so the formula is 0.46 % above it. The $\gamma^4$ term reaches 1 % of the shift at 14.7 T, and $\gamma=1$ would need about 155 T.

In this isotropic model the band edge rises by 1.93 meV, so the binding energy grows by $1.9295-0.0624=1.867$ meV. That is about thirty times the shift of the level itself.

Q: Half a per cent sounds like precision. But silicon does not have an isotropic mass.

A: It has six equivalent conduction-band valleys. In each the mass is roughly $m_l=0.92\,m_e$ along the valley axis and $m_t=0.19\,m_e$ across it. I estimate the effect with a stretched ground state for one valley, whose axis is called $z$ here:

$$\psi\propto\exp\left(-\sqrt{\frac{x^2+y^2}{a_t^2}+\frac{z^2}{a_l^2}}\right).$$

Rescaling the lengths turns it into $\psi_0$. For $\psi_0$, $|\nabla\psi_0|^2=\psi_0^2$, so each direction carries one third of the mean of $-\nabla^2$, which is 1. Also $\langle1/r\rangle=1$. The energy is therefore

$$\frac{\hbar^2}{6}\left(\frac2{m_ta_t^2}+\frac1{m_la_l^2}\right)-\frac{e^2}{4\pi\varepsilon}\int_0^1\frac{d\mu}{\sqrt{a_t^2(1-\mu^2)+a_l^2\mu^2}}.$$

Minimizing this numerically gives $a_t=2.44$ nm and $a_l=1.40$ nm. The binding energy is 29.6 meV, close to the isotropic $R$, which is why $0.30\,m_e$ is a sensible single mass.

Q: And the shift now depends on the direction of the field.

A: Within one valley, strongly. The mean squares are $\langle x^2\rangle=\langle y^2\rangle=a_t^2$ and $\langle z^2\rangle=a_l^2$. With the field along the valley axis, the earlier formula holds with transverse quantities, and $e^2B^2a_t^2/(4m_t)=137$ µeV.

With the field across the axis, say along $x$, the choice of gauge matters, as you showed. I take $\mathbf A=B(0,-\alpha z,(1-\alpha)y)$, which has the right curl for every $\alpha$. The linear terms average to zero in a real wave function. The squared terms give

$$\frac{e^2B^2}{2}\left[\alpha^2\frac{a_l^2}{m_t}+(1-\alpha)^2\frac{a_t^2}{m_l}\right].$$

Changing $\alpha$ amounts to giving the trial function a different phase, so the best choice is the one with the lowest energy. A sum $\alpha^2p+(1-\alpha)^2q$ is smallest at $\alpha=q/(p+q)$, where it equals $pq/(p+q)$. The shift is then

$$\frac{e^2B^2}{2}\left(\frac{m_t}{a_l^2}+\frac{m_l}{a_t^2}\right)^{-1}=35\ \mu\text{eV}.$$

For equal masses and radii this returns $e^2B^2a^2/(4m)$.

Q: Which of the two would a donor show?

A: Neither alone. The ground state of a donor such as phosphorus in silicon combines all six valleys with equal weight. It is separated from the other combinations by roughly 12 meV, far more than the difference between 137 and 35 µeV, so to first order the shifts are averaged. For a field along a cube axis, two valleys lie along the field and four across it:

$$\frac{137.3+2\times34.8}{3}\ \mu\text{eV}=69\ \mu\text{eV}.$$

This is 11 % above the isotropic value. The average is the same for every direction of the field. In one valley the shift is $137\cos^2\theta+35\sin^2\theta$ in µeV, with $\theta$ the angle between field and valley axis, and $\cos^2\theta$ averages to $\frac13$ over the three cube axes. The numbers are estimates, since the trial function is approximate. A converged solution for one valley moves 137, 35 and 69 µeV to about 140, 34 and 70 µeV. The band edge is not averaged in this way. It is set by the valleys with the lowest cyclotron energy, here the four across the field, whose cyclotron mass is $\sqrt{m_tm_l}=0.42\,m_e$. For this field direction the edge therefore rises by about 1.38 meV instead of 1.93 meV, and the binding energy grows by correspondingly less.

Q: I notice that your binding energy is about 30 meV. Phosphorus binds its electron by about 45.

A: That is the most serious discrepancy. Close to the ion the potential is not that of a screened point charge, and the additional attraction pulls the orbit inwards. The shift measures the area of the orbit, so it must fall. To estimate by how much, keep the Coulomb potential outside the core but impose the actual binding energy, roughly 45 meV. The radial function $u=r\psi$ then obeys

$$-u''-\frac2ru=-\frac{u}{\nu^2},\qquad\nu=\sqrt{\frac{29.8}{45}}=0.814.$$

Its decaying solution is the Whittaker function $W_{\nu,1/2}(2r/\nu)$. Using it all the way to the centre and integrating numerically gives $\langle r^2\rangle=1.44$ in place of 3. The state is still spherical, so there is still no linear term, and the shift scales with $\langle r^2\rangle$:

$$\Delta E\approx\frac{1.439}{3}\times62.4\ \mu\text{eV}=30\ \mu\text{eV}.$$

Q: So for phosphorus your formula is wrong by a factor of two.

A: By about that factor, according to this estimate. The field of 10 T and the temperature of 4.2 K are ordinary laboratory conditions, and the mass and permittivity are typical of silicon. Of the assumptions tested here, the point charge causes the largest error. The value of 62 µeV belongs to an ideal shallow donor. For phosphorus, about 30 µeV is the better guess, and the anisotropic mass would change it further by an amount I have not calculated for the contracted state. The formula is more trustworthy for donors whose binding energy lies close to $R$.

Q: What about spin? You set it aside at the start.

A: With a g-factor of 2, the spin levels at 10 T lie $g\mu_BB=1.16$ meV apart, where $\mu_B$ is the Bohr magneton. That is almost twenty times the ideal diamagnetic shift of 62 µeV. One level moves up by half of this and the other moves down by half, so the diamagnetic shift is the displacement of their midpoint. The midpoint must be the plain mean of the two levels. At 4.2 K the thermal energy $k_BT$ is 0.36 meV, so the lower spin level is the more populated, and a mean weighted by population would also contain part of the spin energy.

Q: Does that temperature also fill the higher valley combinations?

A: There are five of them. Placing all of them 12 meV above the ground state, their total population relative to one ground level is $5e^{-12/0.362}\approx2\times10^{-14}$. They can be ignored.

Q: Last objection. A real sample contains other donors, and some of them are ionized. Their electric fields shift the level too.

A: Take $10^{15}$ impurities per cubic centimetre. The mean spacing is $d=100$ nm, or about 48 $a$. The wave function falls as $e^{-r/a}$, so donors at this spacing hardly overlap. One ion at distance $d$ produces a field $\mathcal E=e/(4\pi\varepsilon d^2)=0.123$ kV/cm, nearly uniform over the small orbit. The ion's potential also has a constant part there, $-e^2/(4\pi\varepsilon d)=-2Ra/d$, or about $-1.2$ meV. That part moves the donor level and the local band edge together and does not depend on $B$, so it changes neither the binding energy nor the diamagnetic shift. What remains is the effect of the field on the orbit.

In scaled units the perturbation is $f\,r\cos\theta$ with $f=e\mathcal Ea/R$, where the angle is taken from the direction of this field. Its average is zero. For the second order, use the earlier method with $F=(\alpha r^2+\beta r)\cos\theta$. The left side of the equation for $F$ is $(4\alpha r-4\alpha+2\beta)\cos\theta$ and must equal $-f\,r\cos\theta$. So $\alpha=-f/4$ and $\beta=-f/2$. With $\overline{\cos^2\theta}=\frac13$,

$$\frac{\Delta E_{\mathcal E}}R=\frac f3\left(-\frac f4\langle r^3\rangle-\frac f2\langle r^2\rangle\right)=-\frac98f^2.$$

This is $-0.024$ µeV, less than a thousandth of the diamagnetic shift. It varies as the inverse fourth power of the distance. In a random distribution the nearest impurity is often at about half the mean spacing, where its shift alone is sixteen times larger, about $-0.4$ µeV. The fields of the other ions add to it. If all $10^{15}$ impurities per cubic centimetre were ionized, the median shift would be about $-0.7$ µeV, and about one donor in ten would be shifted by more than 4 µeV. For most donors this is still small. A close pair or a heavily doped sample would need a separate treatment. In the lightly doped sample considered here, the core of the donor limits the accuracy far more than its neighbours do.
